\section*{Four Tetrahedral Ligand Cones: Shielding, Gaps and Access to the Metal}

\section*{The model}

A metal atom carries four identical ligands. Each ligand is replaced by a circular cone with its apex at the metal. The axis of cone $i$ is the unit vector $\mathbf n_i$, and all four cones have the same half-angle $\theta$, measured from axis to surface, with $0<\theta<\pi/2$. A direction from the metal is a unit vector $\mathbf v$, that is, a point on the unit sphere around it. It is shielded if it lies in at least one cone. The shielded fraction $G$ is the shielded area of the sphere divided by $4\pi$.

Cones are called nonoverlapping if no direction lies strictly inside two of them. Contact along a line is allowed. Unless stated otherwise, the axes point to the vertices of a regular tetrahedron:
\begin{equation}
\begin{aligned}
\mathbf n_1&=\tfrac{1}{\sqrt3}(1,1,1), & \mathbf n_2&=\tfrac{1}{\sqrt3}(1,-1,-1),\\
\mathbf n_3&=\tfrac{1}{\sqrt3}(-1,1,-1), & \mathbf n_4&=\tfrac{1}{\sqrt3}(-1,-1,1).
\end{aligned}
\label{axes}
\end{equation}

\section*{Part (a): the largest half-angle}

\textbf{Question.} Find the angle $\gamma$ between two axes, and the largest $\theta$ for which the cones do not overlap.

\textbf{Answer.} The vectors in \eqref{axes} add to zero. Taking the scalar product of their sum with $\mathbf n_1$ gives one term equal to 1 and three equal terms $\cos\gamma$:
\begin{equation}
0=\mathbf n_1\cdot\sum_i\mathbf n_i=1+3\cos\gamma,
\qquad \cos\gamma=-\tfrac13,\qquad \gamma=109.47^\circ .
\end{equation}

Next we need the condition for two cones to be disjoint. Let $\mathbf v$ make angles $\alpha$ and $\beta$ with two axes, and let $\chi$ be the angle between the planes containing $\mathbf v$ and each axis. Resolving both axes along and across $\mathbf v$ gives
\begin{equation}
\cos\gamma=\cos\alpha\cos\beta+\sin\alpha\sin\beta\cos\chi
\ge\cos(\alpha+\beta),
\end{equation}
because $\cos\chi\ge-1$ and both sines are nonnegative. For $\alpha+\beta\le\pi$ this means $\gamma\le\alpha+\beta$. If $\mathbf v$ were strictly inside both cones, then $\alpha<\theta$ and $\beta<\theta$, so that $\gamma<2\theta$. Hence $2\theta\le\gamma$ is sufficient to prevent overlap.

It is also necessary. The direction halfway between the axes makes the angle $\gamma/2$ with each of them, and if $\theta>\gamma/2$ it is inside both cones. The largest half-angle is therefore $\theta_{\max}=\gamma/2$. Since it is acute, the positive root applies:
\begin{equation}
\cos\theta_{\max}=\sqrt{\frac{1+\cos\gamma}{2}}
=\sqrt{\frac{1-1/3}{2}}=\frac1{\sqrt3},
\qquad \theta_{\max}=54.74^\circ .
\label{thetamax}
\end{equation}
All six pairs of axes have the same angle, so all six pairs of cones touch together.

\section*{Part (b): the shielded fraction}

\textbf{Question.} Show that the four cones of part (a), at their largest half-angle, shield about 84.5 percent of the sphere. Give the limit of narrow cones.

\textbf{Answer.} With the polar axis along a cone axis, the area cut from the unit sphere is
\begin{equation}
\Omega=\int_0^{2\pi}d\phi\int_0^\theta\sin\theta'\,d\theta'
=2\pi(1-\cos\theta).
\end{equation}
Division by $4\pi$ gives the fraction $(1-\cos\theta)/2$ for one cone. Nonoverlapping cones share no area, since their lines of contact have none, so four fractions add:
\begin{equation}
G(\theta)=4\,\frac{1-\cos\theta}{2}=2(1-\cos\theta),
\qquad \theta\le\theta_{\max}.
\label{G}
\end{equation}
Its derivative, $2\sin\theta$, is positive, so the largest fraction belongs to the largest half-angle. Inserting \eqref{thetamax},
\begin{equation}
G_{\max}=2-\frac{2}{\sqrt3}=0.8453 .
\end{equation}
Each cone takes 2.656 sr, or 21.13 percent of the sphere, and 15.47 percent remains open.

For narrow cones, $\cos\theta\simeq1-\theta^2/2$ gives $G\simeq\theta^2$ with $\theta$ in radians. Shielding then grows with the square of the half-angle, as the area of a small disc does. Beyond $\theta_{\max}$ equation \eqref{G} fails, because it counts the shared directions more than once. The area of the union must then be found.

\section*{Part (c): can another arrangement do better?}

\textbf{Question.} The four axes are now free to point anywhere. Can four equal nonoverlapping cones shield more than in part (b)?

\textbf{Answer.} No. The squared length of a vector sum cannot be negative. For any four unit vectors,
\begin{equation}
0\le\Big|\sum_i\mathbf n_i\Big|^2
=4+2\sum_{i<j}\mathbf n_i\cdot\mathbf n_j .
\end{equation}
The last sum has six terms, so their mean is at least $-4/(2\times6)=-1/3$. The largest of the six cosines is no smaller than the mean. The smallest angle between two axes is consequently at most $\arccos(-1/3)=\gamma$. The necessary condition of part (a), applied to that pair, gives $\theta\le\gamma/2$, and \eqref{G} then limits $G$ to the tetrahedral value.

Equality requires the largest cosine to be $-1/3$. No cosine may then exceed $-1/3$ while their mean is at least $-1/3$, so all six equal $-1/3$ and the arrangement is a regular tetrahedron. The result concerns equal circular cones. It sets no limit for ligands of unequal size or noncircular outline.

\section*{Part (d): the shape of the open part}

\textbf{Question.} At $\theta=\theta_{\max}$, how is the open area distributed, and what is the half-angle of the widest fifth cone that fits between the ligands?

\textbf{Answer.} The coordinate planes divide the sphere into eight octants. Four of them contain a ligand axis and four contain an opposite direction $-\mathbf n_i$. In the octant of $\mathbf n_i$ the components of $\mathbf v=(x,y,z)$ have the signs of those of $\mathbf n_i$, whence
\begin{equation}
\mathbf n_i\cdot\mathbf v=\frac{|x|+|y|+|z|}{\sqrt3}
\ge\frac{\sqrt{x^2+y^2+z^2}}{\sqrt3}=\frac1{\sqrt3}.
\end{equation}
The inequality follows on squaring, because the cross terms are nonnegative. The whole octant, edges included, is thus shielded. The open directions are confined to the interiors of the other four octants, which meet one another nowhere except at shielded corners. By symmetry each of these four holes has $15.47/4=3.87$ percent of the sphere.

To find the direction farthest from all ligands, define $x_i=\mathbf n_i\cdot\mathbf v$ and let $M$ be the largest $x_i$. From \eqref{axes}, the sums over ligands of the products of Cartesian components are
\begin{equation}
\sum_i n_{ia}n_{ib}=\tfrac43\delta_{ab}.
\label{iso}
\end{equation}
Therefore $\sum_i x_i=0$ and $\sum_i x_i^2=4/3$. Each $x_i$ lies between $-1$ and $M$, so every term of the following sum is nonnegative:
\begin{equation}
\begin{aligned}
0&\le\sum_i(M-x_i)(x_i+1)\\
&=M\sum_i x_i+4M-\sum_i x_i^2-\sum_i x_i
=4M-\tfrac43 .
\end{aligned}
\end{equation}
Hence $M\ge1/3$. At $\mathbf v=-\mathbf n_i$ one of the products is $-1$ and the other three are $1/3$, so the bound is reached. The centre of a hole is $\arccos(1/3)=70.53^\circ$ from its three nearest ligand axes.

The argument of part (a) also holds for two unequal cones: their half-angles may add up to at most the angle between their axes. The widest fifth cone therefore has the half-angle
\begin{equation}
70.53^\circ-54.74^\circ=15.79^\circ .
\end{equation}
It occupies 1.89 percent of the sphere. Although 15.47 percent is open, a circular reagent cone can use less than one eighth of that area at a time. The open fraction alone does not tell whether a reagent fits.

\section*{Part (e): titanium tetrachloride}

\textbf{Question.} Titanium tetrachloride is a precursor for oxide and nitride films. Take a Ti--Cl distance $R=2.17$ \AA\ and a chlorine contact radius $a=1.75$ \AA, both rough typical values. Find the cone half-angle and the shielded fraction. How sensitive is the fraction to $a$ when $R$ is held fixed?

\textbf{Answer.} A ray from the metal at angle $\alpha$ to a ligand axis passes the ligand centre at the distance $R\sin\alpha$. It hits the sphere if this is at most $a$. The edge of the cone is thus given by
\begin{equation}
\sin\theta=\frac aR=\frac{1.75}{2.17}=0.806,
\qquad \theta=53.75^\circ .
\label{sphere}
\end{equation}
This is $0.98^\circ$ below $\theta_{\max}$, so the cones do not overlap and \eqref{G} applies:
\begin{equation}
G=2\left(1-\sqrt{1-(a/R)^2}\right)=0.817 .
\end{equation}

The spheres themselves touch when $2a$ equals the distance between neighbouring centres, $2R\sin(\gamma/2)=2R\sqrt{2/3}$. The limit $a/R=\sqrt{2/3}=0.8165$ is the same as $\sin\theta_{\max}$, so spheres and cones come into contact together. Here that happens at $a=1.77$ \AA. The chosen radius is about 0.02 \AA\ below this value, a margin smaller than the uncertainty of a contact radius.

Differentiating $G$ at fixed $R$ shows why the radius matters:
\begin{equation}
\frac{dG}{da}=\frac{2}{R}\,\frac{a/R}{\sqrt{1-(a/R)^2}}
=\frac{2\tan\theta}{R}.
\end{equation}
The tangent is already larger than 1 here. With $a=1.65$ \AA\ the half-angle falls to $49.5^\circ$ and the shielded fraction to 70.1 percent.

With $a=1.85$ \AA\ the half-angle is $58.5^\circ$ and the cones overlap. Their areas add to 95.5 percent, but counting shielded directions among 400\,000 spread almost uniformly over the sphere gives a union of 91.8 percent. The difference, 3.7 percent of the sphere, is the area covered twice. No direction is covered three times: that would need three products $x_i\ge\cos58.5^\circ=0.52$, and since $\sum_i x_i=0$ the fourth would have to be below $-1$.

A change of 0.10 \AA\ in the radius thus moves the shielded fraction by 10 to 12 percentage points. Even the first digit of 81.7 percent therefore depends on the chosen radius, and the three digits describe the chosen geometry, not a property of the molecule known to that accuracy.

\section*{Part (f): thermal bending}

\textbf{Question.} In the doubly degenerate bend (symmetry $E$) the metal stays at rest. Derive the mean square displacement of a ligand of mass $m$ in the harmonic approximation. Estimate the effect on the shielding at 450 K for a rough bending quantum of 0.015 eV.

\textbf{Answer.} Let $S_1$ and $S_2$ be the diagonal matrices with entries $(-1,-1,2)/\sqrt6$ and $(1,-1,0)/\sqrt2$. Both have zero trace and entries whose squares add to 1, and $\operatorname{tr}(S_1S_2)=0$. The displacements of the ligands are
\begin{equation}
\mathbf u_i=\sqrt3\,(q_1S_1+q_2S_2)\,\mathbf n_i .
\end{equation}
Each squared component of $\mathbf n_i$ is $1/3$. Hence $\mathbf n_i\cdot S_k\mathbf n_i=\operatorname{tr}S_k/3=0$, and the motion is a pure bend to first order. Also $|\sqrt3S_k\mathbf n_i|^2=1$, so one component of amplitude $q_k$ moves every ligand by $|q_k|$. The total momentum vanishes because $\sum_i\mathbf n_i=0$. The angular momentum vanishes because it contains products of different Cartesian components, which \eqref{iso} sums to zero.

By \eqref{iso} and $\operatorname{tr}(S_1S_2)=0$, the kinetic energy has no cross term:
\begin{equation}
T_{\rm kin}=\frac m2\sum_i|\dot{\mathbf u}_i|^2
=\frac{4m}{2}\left(\dot q_1^2+\dot q_2^2\right).
\end{equation}
Each component is an oscillator of mass $4m$ and angular frequency $\omega$. In atomic units ($\hbar=1$) its mean thermal energy is $\tfrac{\omega}{2}\coth(\omega/2k_BT)$. Half of this is potential energy, $\tfrac12(4m)\omega^2\langle q_k^2\rangle$, so
\begin{equation}
\langle q_k^2\rangle=\frac{1}{8m\omega}\coth\frac{\omega}{2k_BT},
\qquad
\langle|\mathbf u_i|^2\rangle=\frac{1}{4m\omega}\coth\frac{\omega}{2k_BT}.
\label{u2}
\end{equation}
The second result adds two equal contributions. The cross average vanishes because $q_1$ and $q_2$ are independent with zero mean. At high temperature $\coth x\simeq1/x$, and \eqref{u2} tends to the classical value $k_BT/(2m\omega^2)$.

At 450 K, $k_BT=0.0388$ eV. With $\hbar$ restored and $m=35.45$ u,
\begin{equation}
\langle|\mathbf u_i|^2\rangle^{1/2}
=\left[\frac{\hbar^2\coth\big(0.015/(2\times0.0388)\big)}
{4\,(35.45\ {\rm u})(0.015\ {\rm eV})}\right]^{1/2}
=0.10\ \text{\AA}.
\end{equation}
Division by $R$ gives a root mean square axis swing of $2.7^\circ$. Overlap is decided by the angle between two axes. For ligands 1 and 2, $\delta\cos\gamma=2\sqrt3\,\mathbf n_1\cdot(q_1S_1+q_2S_2)\mathbf n_2/R$, and division by $-\sin\gamma=-2\sqrt2/3$ gives $\delta\gamma=(q_1-\sqrt3\,q_2)/R$ to first order. Its root mean square value is $2\langle q_k^2\rangle^{1/2}/R=\sqrt2\times2.7^\circ=3.8^\circ$, the same for every pair by symmetry, and it exceeds the margin $\gamma-2\theta=1.97^\circ$. Instantaneous overlaps are therefore expected in this harmonic model, which lets the cones pass into one another.

The shielded fraction was averaged over the Gaussian distributions of $q_1$ and $q_2$ by Gauss--Hermite quadrature, with direction counting at each geometry and $\theta$ held fixed. The average is 81.5 percent, against 81.7 percent at rest. It must be lower: moving a cone leaves its own area unchanged, and overlap can only reduce the union. The reduction is small beside the effect of the contact radius. Other vibrations are omitted, so $2.7^\circ$ underestimates the full harmonic swing for these inputs.

\section*{Part (g): can water reach the metal?}

\textbf{Question.} Represent water by a sphere of rough radius $p=1.40$ \AA\ centred on oxygen. How close to titanium can it come (i) between infinitely long cones and (ii) between spherical ligands? Compare with a rough coordinating Ti--O distance of 2.10 \AA.

\textbf{Answer.} (i) Along the centre of a hole the free half-angle is $70.53^\circ-53.75^\circ=16.78^\circ$. By the reasoning of \eqref{sphere}, a probe at distance $d$ fills the half-angle $\arcsin(p/d)$, so
\begin{equation}
d_{\rm cone}=\frac{1.40\ \text{\AA}}{\sin16.78^\circ}=4.85\ \text{\AA}.
\end{equation}

(ii) Real ligands end. For a probe in direction $\mathbf v$, the nearest ligand is the one with the largest product, $M$. Contact with it means
\begin{equation}
d^2+R^2-2dRM=(a+p)^2 .
\end{equation}
Since $a+p=3.15$ \AA\ exceeds $R$, this quadratic has one positive root,
\begin{equation}
d=RM+\sqrt{(a+p)^2-R^2(1-M^2)} .
\end{equation}
It increases with $M$ for positive $M$. The closest approach thus uses the smallest possible value, $M=1/3$ from part (d):
\begin{equation}
\begin{aligned}
d_{\rm sphere}&=\frac R3+\sqrt{(a+p)^2-\frac{8R^2}{9}}\\
&=0.72\ \text{\AA}+2.40\ \text{\AA}=3.12\ \text{\AA}.
\end{aligned}
\end{equation}
Extending the ligands to infinity overstates the closest distance by 1.7 \AA. The two models share the same shielded fraction but not the same accessibility.

Even 3.12 \AA\ is well outside a coordinating distance. At $d=2.10$ \AA\ in the undistorted molecule, the O--Cl distance is $\sqrt{d^2+R^2-2dR/3}=2.47$ \AA, so the hard radii overlap by $3.15-2.47=0.68$ \AA. Now let the molecule bend to a trigonal bipyramid, with water and one chlorine axial and all bond lengths fixed. Water is then at $90^\circ$ to three equatorial chlorines, at a distance $\sqrt{d^2+R^2}=3.02$ \AA, and the overlap falls to 0.13 \AA. The cost appears elsewhere: the axial chlorine is $\sqrt2R=3.07$ \AA\ from each equatorial one, which is 0.43 \AA\ less than $2a$.

Taken literally, hard spheres would forbid both structures. Yet titanium tetrachloride reacts readily with water. Contact radii used as hard limits therefore cannot rule out a reaction. The hard-sphere model contains no energy of repulsion, of bending and stretching, or of bond formation. Its 82 percent is a measure of how the ligands fill the directions around titanium, and it cannot be converted into a reaction probability or a barrier without an energy calculation.
